# Why First-Order UMP Doubles Leave UHF Spin Contamination Largely in Place

When the bond of H\(_2\) is stretched, an unrestricted Hartree–Fock (UHF) determinant places the spin-up electron on one atom and the spin-down electron on the other. The energy behaves sensibly, but the determinant is an equal mixture of singlet and triplet in the limit of separated atoms. Møller–Plesset theory built on this reference (UMP) adds double excitations, and a singlet could be restored by one of them: the double that, for separated atoms, becomes the determinant with the two spins exchanged. The question is how much of it the first-order wavefunction contains.

## Reference and spin operator

Let \(|0\rangle\) be a UHF determinant with real orbitals and \(N_\alpha\ge N_\beta\) electrons of each spin. Occupied and virtual \(\alpha\) orbitals are \(i\) and \(a\); occupied and virtual \(\beta\) orbitals are \(\bar j\) and \(\bar b\). The labels \(p\) and \(\bar q\) run over all orbitals of each spin. Both sets are orthonormal and span the same space, but they differ, and their spatial overlaps are

\[
O_{p\bar q}=\langle p|\bar q\rangle ,\qquad \sum_p O_{p\bar q}^2=\sum_{\bar q}O_{p\bar q}^2=1. \tag{1}
\]

Hartree atomic units are used, so spin is measured in \(\hbar\). With \(S_\pm=S_x\pm iS_y\),

\[
S_-S_+=S_x^2+S_y^2+i[S_x,S_y]=S_x^2+S_y^2-S_z ,
\]

because \([S_x,S_y]=iS_z\). Hence

\[
S^2=S_-S_++S_z(S_z+1). \tag{2}
\]

The operator \(S_+\) turns a \(\beta\) electron into an \(\alpha\) electron without changing its spatial function. Since \(|\bar q\rangle=\sum_p|p\rangle O_{p\bar q}\), its second-quantized form is

\[
S_+=\sum_{p\bar q}O_{p\bar q}\,c_p^\dagger c_{\bar q},\qquad
S_-=\sum_{p\bar q}O_{p\bar q}\,c_{\bar q}^\dagger c_p . \tag{3}
\]

Acting on \(|0\rangle\), \(S_+\) must remove an occupied \(\beta\) electron and fill an empty \(\alpha\) orbital:

\[
S_+|0\rangle=\sum_{a\bar j}O_{a\bar j}\,c_a^\dagger c_{\bar j}|0\rangle . \tag{4}
\]

The determinants in this sum are orthonormal, so \(\langle0|S_-S_+|0\rangle\) is the sum of squared coefficients. With \(M=(N_\alpha-N_\beta)/2\), Eq. (2) gives

\[
\langle S^2\rangle_0=M(M+1)+\delta_0,\qquad
\delta_0=\sum_{a\bar j}O_{a\bar j}^2=N_\beta-\sum_{i\bar j}O_{i\bar j}^2 , \tag{5}
\]

where the last form uses Eq. (1) for each \(\bar j\). The target state has spin \(s=M\). A function with this \(M\) can contain only spins \(s\ge M\), so \(\delta_0\) measures the admixture of higher spins. It vanishes when every occupied \(\beta\) orbital lies within the occupied \(\alpha\) space.

## The first-order wavefunction

Write \(H=H_0+V\), where \(H_0\) is the sum of the UHF Fock operators, and replace \(V\) by \(\lambda V\) to count orders. Every determinant \(|K\rangle\) is an eigenfunction of \(H_0\), with the sum of its orbital energies \(E_K^{(0)}\) as eigenvalue. With \(\langle0|\Psi_1\rangle=0\), first-order perturbation theory gives

\[
|\Psi_1\rangle=\sum_{K\ne0}|K\rangle\,
\frac{\langle K|H|0\rangle}{E_0^{(0)}-E_K^{(0)}} . \tag{6}
\]

Here \(V\) could be replaced by \(H\), since \(H_0\) has no off-diagonal elements between determinants.

For a single excitation the numerator is an occupied–virtual element of the Fock matrix. It is zero for converged UHF orbitals, which is Brillouin's theorem. Triple and higher excitations vanish because \(H\) contains at most two-electron operators. Only doubles remain.

For opposite spins, define

\[
|\Phi_{i\bar j}^{a\bar b}\rangle=c_a^\dagger c_i\,c_{\bar b}^\dagger c_{\bar j}|0\rangle . \tag{7}
\]

The opposite-spin part of the electron repulsion is \(\sum(pq|\bar r\bar s)\,c_p^\dagger c_q c_{\bar r}^\dagger c_{\bar s}\). The usual factor \(\tfrac12\) has been cancelled by the two equal spin orderings. The term that produces (7) has coefficient \((ai|\bar b\bar j)=(ia|\bar j\bar b)\), and no exchange integral appears because the spins differ. Thus the amplitude is

\[
t_{i\bar j}^{a\bar b}=-\frac{(ia|\bar j\bar b)}{\Delta_{i\bar j}^{a\bar b}},\qquad
\Delta_{i\bar j}^{a\bar b}=\varepsilon_a+\varepsilon_{\bar b}-\varepsilon_i-\varepsilon_{\bar j} . \tag{8}
\]

The gap \(\Delta\) is assumed positive.

## Expectation value through first order

For \(|0\rangle+\lambda|\Psi_1\rangle+O(\lambda^2)\), the norm is \(1+O(\lambda^2)\), since \(\langle0|\Psi_1\rangle=0\). The denominator of the expectation value therefore has no linear term. For real functions the two cross terms in the numerator are equal, and at \(\lambda=1\)

\[
\langle S^2\rangle_{(1)}=\langle S^2\rangle_0+2\langle0|S^2|\Psi_1\rangle . \tag{9}
\]

The \(S_z\) part of Eq. (2) contributes nothing to the cross term, because \(|0\rangle\) is an eigenfunction of \(S_z\) orthogonal to \(\Psi_1\). What is needed is \(\langle0|S_-S_+|\Phi\rangle\) for each double.

The product \(S_-S_+\) removes one \(\alpha\) and one \(\beta\) electron. A same-spin double has two electrons of one spin in virtual orbitals, and the product cannot remove both. Its matrix element is zero.

To return from the opposite-spin double (7) to \(|0\rangle\), the electrons in \(a\) and \(\bar b\) must be removed and \(i\) and \(\bar j\) refilled. By Eq. (3), \(S_+\) must supply \(O_{i\bar b}c_i^\dagger c_{\bar b}\), and \(S_-\) must supply \(O_{a\bar j}c_{\bar j}^\dagger c_a\). All four orbitals are different, so each interchange of neighbouring operators changes the sign:

\[
c_{\bar j}^\dagger c_a c_i^\dagger c_{\bar b}
=-c_{\bar j}^\dagger c_i^\dagger c_a c_{\bar b}
=+c_i^\dagger c_{\bar j}^\dagger c_a c_{\bar b}
=-c_i^\dagger c_a\,c_{\bar j}^\dagger c_{\bar b}. \tag{10}
\]

The operator \(c_i^\dagger c_a\,c_{\bar j}^\dagger c_{\bar b}\) undoes the two excitations in (7) and gives \(+|0\rangle\). Therefore

\[
\langle0|S^2|\Phi_{i\bar j}^{a\bar b}\rangle=-O_{i\bar b}O_{a\bar j}. \tag{11}
\]

Inserting (5), (8) and (11) in (9) yields

\[
\boxed{\;\langle S^2\rangle_{(1)}=M(M+1)+\delta_0
-2\sum_{ia\bar j\bar b}t_{i\bar j}^{a\bar b}\,O_{i\bar b}O_{a\bar j}\;} \tag{12}
\]

Changing the sign of any orbital changes \(t\) and the overlap product together, so the result does not depend on orbital phases. Formula (12) by itself does not fix the sign of the correction.

The overlaps show which doubles matter. The \(\alpha\) electron must leave an orbital \(i\) resembling \(\bar b\) and enter an orbital \(a\) resembling \(\bar j\), while the \(\beta\) electron does the reverse. Such a double exchanges the spins of two electrons. Other doubles may lower the energy strongly and still leave \(\langle S^2\rangle_{(1)}\) unchanged.

## How large can the correction be?

The squared matrix elements (11) add up to a product of two sums. The sum over \(a,\bar j\) is \(\delta_0\). By Eq. (1), the other is

\[
\sum_{i\bar b}O_{i\bar b}^2=N_\alpha-\sum_{i\bar j}O_{i\bar j}^2
=N_\alpha-N_\beta+\delta_0=\delta_0+2M. \tag{13}
\]

Let \(\|T\|\) be the square root of the sum of squared opposite-spin amplitudes. The Cauchy–Schwarz inequality applied to (12) gives

\[
\left|\langle S^2\rangle_{(1)}-\langle S^2\rangle_0\right|
\le 2\|T\|\sqrt{\delta_0(\delta_0+2M)} . \tag{14}
\]

Relative to \(\delta_0\), the change is at most \(2\|T\|\sqrt{1+2M/\delta_0}\). For \(M=0\) this is \(2\|T\|\): small first-order amplitudes can remove only a small fraction of the contamination.

For \(M>0\) the conclusion is weaker. An unpaired \(\alpha\) electron can occupy an orbital \(i\) that closely resembles a virtual \(\bar b\), so that \(O_{i\bar b}\) is near one. The matrix element (11) is then linear in the small overlap \(O_{a\bar j}\), whereas \(\delta_0\) is quadratic in it. A weakly contaminated radical may therefore lose a sizeable fraction of its contamination.

## What a pure spin state requires

Suppose \(\Psi\) is an eigenfunction of \(S^2\) with \(s=M\), scaled so that \(\langle0|\Psi\rangle=1\). Then \(\langle0|S^2|\Psi\rangle=M(M+1)\). Since \(S^2\) is at most a two-electron operator, only the reference, singles and doubles in \(\Psi\) contribute to the left side. Calling the last two contributions \(\sigma_1\) and \(\sigma_2\), and using (5), we find

\[
\delta_0+\sigma_1+\sigma_2=0 . \tag{15}
\]

The singles do couple to the reference through \(S^2\). For \(c_a^\dagger c_i|0\rangle\), \(S_+\) supplies \(c_i^\dagger c_{\bar j}\) and \(S_-\) supplies \(c_{\bar j}^\dagger c_a\), with \(\bar j\) occupied. The reordering (10) with \(\bar b=\bar j\) still holds, because \(c_{\bar j}^\dagger\) passes only \(\alpha\) operators. It gives

\[
\langle0|S^2|\Phi_i^a\rangle=-\sum_{\bar j}O_{i\bar j}O_{a\bar j}. \tag{16}
\]

For a \(\beta\) single, \(S_+\) supplies \(c_a^\dagger c_{\bar b}\) and \(S_-\) supplies \(c_{\bar j}^\dagger c_a\), with \(a\) empty. The element is

\[
\langle0|S^2|\Phi_{\bar j}^{\bar b}\rangle=\sum_aO_{a\bar b}O_{a\bar j}
=-\sum_iO_{i\bar b}O_{i\bar j}, \tag{17}
\]

where the last step uses \(\langle\bar b|\bar j\rangle=0\).

First-order UMP has \(\sigma_1=0\), and its doubles part is \(\sigma_2^{\rm UMP}=\langle0|S^2|\Psi_1\rangle\), half of the correction in (12). Two things can thus be missing: the singles, and sufficiently large spin-exchanging doubles. Their relative size varies from system to system.

## The stretched bond in closed form

Take H\(_2\) in a minimal basis. Let \(A\) and \(B\) be its symmetrically orthogonalized atomic orbitals, and let the \(\beta\) solution be the mirror image of the \(\alpha\) solution. With \(C=\cos\chi\) and \(S=\sin\chi\),

\[
\begin{aligned}
i&=CA+SB, & a&=-SA+CB,\\
\bar j&=SA+CB, & \bar b&=CA-SB .
\end{aligned} \tag{18}
\]

The occupied orbitals overlap by \(d=O_{i\bar j}=2CS\), and \(O_{i\bar b}=O_{a\bar j}=C^2-S^2\). Hence

\[
O_{i\bar b}O_{a\bar j}=(C^2-S^2)^2=1-d^2=\delta_0 . \tag{19}
\]

There is one double, with amplitude \(t\), and (12) becomes

\[
\langle S^2\rangle_{(1)}=\delta_0(1-2t). \tag{20}
\]

To find the integral in \(t\), multiply out the orbital products:

\[
\begin{aligned}
ia&=-CS(AA-BB)+(C^2-S^2)AB,\\
\bar j\bar b&=+CS(AA-BB)+(C^2-S^2)AB .
\end{aligned}
\]

The repulsion between \(AA-BB\) and \(AB\) vanishes, because reflection changes the sign of the first and not of the second. With \(J_{AA}=(AA|AA)\), \(J_{AB}=(AA|BB)\) and \(K_{AB}=(AB|AB)\), the repulsion of \(AA-BB\) with itself is \(2(J_{AA}-J_{AB})\). Since \(C^2S^2=d^2/4\),

\[
(ia|\bar j\bar b)=-\tfrac12d^2(J_{AA}-J_{AB})+(1-d^2)K_{AB}. \tag{21}
\]

As the bond breaks, \(d\) and \(K_{AB}\) vanish, and so does the integral. The gap \(\Delta\) does not. In this limit \(i\) is \(A\) and \(a\) is \(B\), where an added \(\alpha\) electron would be repelled by the \(\beta\) electron already there. This raises \(\varepsilon_a\) above \(\varepsilon_i\) by \(J_{AA}\). The \(\beta\) orbitals behave in the same way, so \(\Delta\to2J_{AA}\) and \(t\to0\).

This gap misrepresents the double excitation. Its two electrons have exchanged places, so each atom still holds one electron. Since \(H\) does not depend on spin, the energy of this determinant approaches that of \(|0\rangle\). The two repulsions \(J_{AA}\) counted in \(\Delta\) do not occur in it.

Equation (15) shows what the singlet needs instead. If the double has amplitude \(x\) in the pure state, (11) and (19) give \(\sigma_2=-x\delta_0\). By (16) and (17), the singles elements have magnitude \(d\sqrt{1-d^2}\) and vanish with \(d\). For bounded singles amplitudes, \(x\) must therefore approach one, while first order supplies an amplitude that approaches zero.

## Numerical example

The UHF equations were solved for H\(_2\) in the STO-3G basis, and full configuration interaction (CI) was obtained by diagonalizing \(H\) over all determinants in that basis. At \(R=3\) bohr (1.59 Å), \(d=0.4751\), so \(\delta_0=1-0.2258=0.7742\). The integrals are \(J_{AA}=0.78988\), \(J_{AB}=0.31964\) and \(K_{AB}=0.00354\) hartree. Equation (21) gives

\[
(ia|\bar j\bar b)=-\tfrac12(0.2258)(0.4702)+(0.7742)(0.00354)=-0.0503
\]

in hartree. With \(\Delta=1.5727\) hartree, \(t=0.0503/1.5727=0.0320\), and

\[
\langle S^2\rangle_{(1)}=0.7742\,(1-0.0640)=0.7247 .
\]

The doubles remove 6.4% of the contamination. These are minimal-basis values: in cc-pVTZ at the same distance, \(\langle S^2\rangle\) goes from 0.674 to 0.622, a reduction of 7.8%. The trend with distance is as follows.

| \(R\) (bohr) | UHF \(\langle S^2\rangle\) | \(\langle S^2\rangle_{(1)}\) | \(t\) | CI amplitude \(x\) |
|---|---|---|---|---|
| 3 | 0.7742 | 0.7247 | 0.0320 | 0.678 |
| 4 | 0.9640 | 0.9534 | 0.0055 | 0.933 |
| 6 | 0.9993 | 0.9991 | 0.0001 | 0.999 |

At 3 bohr the CI contributions are \(\sigma_1=-0.249\) and \(\sigma_2=-0.525\), which together cancel \(\delta_0\). UMP supplies \(\sigma_2^{\rm UMP}=-0.025\). The missing singles account for about a third of \(\delta_0\), but the larger deficit is in the double itself.

At 6 bohr the orbital-energy gap is 1.549 hartree, while the energies of the two determinants differ by only 0.00085 hartree. Correcting the denominator alone would not suffice. A two-determinant problem with this separation and the coupling \(-0.000175\) hartree gives an amplitude

\[
\frac{0.000175}{0.000425+\sqrt{0.000425^2+0.000175^2}}\approx0.20 .
\]

The minimal-basis CI space contains just two more determinants, the singles. They do not couple to \(|0\rangle\) through \(H\), but their mixing with the double must account for the rise from 0.20 to 0.999. First-order theory contains no such process.

Three-electron chains and the CN radical, all doublets with a pure value of 0.75, illustrate the case \(M>0\). The basis is 6-31G. H\(_3\) is linear with equal spacings, and the CN bond length is set to 2.2 bohr. The last two columns give the actual reduction and the bound (14), both relative to \(\delta_0\).

| System | UHF \(\langle S^2\rangle\) | \(\langle S^2\rangle_{(1)}\) | Removed | Bound |
|---|---|---|---|---|
| H\(_3\), 2 bohr | 0.819 | 0.785 | 50% | 69% |
| H\(_3\), 4 bohr | 1.620 | 1.590 | 3.5% | 6.1% |
| CN | 1.232 | 1.133 | 21% | 75% |

For the compact H\(_3\) chain, \(\delta_0=0.069\) and \(\|T\|=0.0875\). The factor \(\sqrt{1+1/0.069}=3.94\) raises the bound to \(2(0.0875)(3.94)\approx0.69\), and half of the contamination is in fact removed, well above the limit \(2\|T\|=0.175\) that would hold for \(M=0\). The statement that doubles barely reduce contamination fails here. It holds for the stretched chain, where full CI requires \(\sigma_2=-0.765\) and UMP gives \(-0.015\). CN lies between: about a fifth is removed, and an excess of 0.38 remains in this basis. The table is not converged with respect to the basis. In cc-pVTZ the CN values become 1.127 and 1.046, an excess of 0.30, and the H\(_3\) values fall by up to 0.005. The removed fractions change little (51%, 3.6% and 22%), while the bounds loosen to 93%, 11% and 99% because \(\|T\|\) grows with the basis.

The fraction removed from the expectation value is also not the fraction of condition (15) that is met. In the compact chain, (15) requires \(\sigma_1+\sigma_2=-0.069\), and UMP supplies \(-0.017\), one quarter of it. The reduction in (12) is twice as large because the cross term enters an expectation value twice. For three electrons only \(s=\tfrac12\) and \(s=\tfrac32\) occur, so \(\langle S^2\rangle=0.75+3w\) with \(w\) the quartet weight. Here \(w\) falls from 0.023 in \(|0\rangle\) to 0.013 in the normalized \(|0\rangle+|\Psi_1\rangle\). The quartet amplitude \(\sqrt w\) thus drops by a quarter and the weight by nearly a half.

Equation (12) also omits quadratic terms. The normalized function \(|0\rangle+|\Psi_1\rangle\) has \(\langle S^2\rangle=0.789\) for the compact chain, instead of 0.785. That value is not a complete second-order result, which would include \(2\langle0|S^2|\Psi_2\rangle\), where singles can enter. That term is comparable to the first-order correction: through second order \(\langle S^2\rangle\) is 0.757 for the compact chain and 0.668 for H\(_2\) at 3 bohr. For H\(_2\) at 3 bohr the corresponding difference is below 0.0001, so the small reduction found there is not caused by dropping the terms quadratic in \(\Psi_1\).

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.

All numerical values are calculated from the stated model.
